How the weak leading 2p line of Ti⁴⁺ borrows its intensity

A free Ti⁴⁺ ion has the closed-shell ground configuration 1s²2s²2p⁶3s²3p⁶, written 2p⁶3d⁰ for short because only the 2p and 3d shells change here. Absorption of an X-ray photon at the L₂,₃ edge takes it to 2p⁵3d¹. This problem asks which final states the light reaches, and what sets the strength of the line of lowest energy, which is weak but not absent for the model parameters used below.

The model is a spherical ion with one final configuration, the same orbitals in all its states, and spin-orbit coupling kept within that configuration, where it is diagonalized in full. Crystal field, covalency and lifetime broadening are left out, so the result is not the spectrum of a titanium oxide. The 2p and 3d spin-orbit constants are ζp and ζd, both positive. F² and Gᵏ are the direct and exchange Slater integrals between 2p and 3d. "Strength" means the squared electric-dipole matrix element, relative to its sum over all lines.

**(a) Which final states can mix with the one that light reaches?**

**Solution.** Describe 2p⁵ as one hole, with angular momenta l₁ = 1 and s₁ = 1/2. The 3d electron has l₂ = 2 and s₂ = 1/2. Coupling gives L = 1, 2, 3 and S = 0, 1, hence the terms ¹P, ¹D, ¹F, ³P, ³D and ³F.

The ground state is ¹S₀. The dipole operator is a vector in orbital space and does not act on spin, so from L = 0, S = 0 it reaches L = 1, S = 0. This is ¹P₁, the bright state.

The full Hamiltonian conserves J, so ¹P₁ mixes only with other J = 1 states. A singlet has J = L, which leaves ¹P₁ alone. A triplet has J = L−1, L or L+1, which admits ³P₁ and ³D₁ but not ³F, whose smallest J is 2. The problem is therefore three by three. If all transitions share one radial dipole integral, the strength of a line is the weight of ¹P₁ in its final state.

One rule about holes is needed. For a one-electron operator o,

Σ oᵢⱼ a†ᵢaⱼ = Σ oᵢᵢ − Σ oᵢⱼ aⱼa†ᵢ.

The hole thus carries a minus sign and a transposed matrix. For a Hermitian operator transposition is complex conjugation, which amounts to time reversal once the hole is labelled by the time-reversed orbital. An operator that is even under time reversal, such as l·s or a charge quadrupole, becomes −o(l₁, s₁). An odd one, such as l or s, keeps its sign.

**(b) Find the Coulomb energies of the three states.**

**Solution.** For two excited determinants, in which an electron has moved from 2p orbital i to 3d orbital a, or from j to b, the Slater-Condon rules give a direct term with a minus sign and an exchange term with a plus sign.

*Direct term.* The monopole part is common to all states. The remaining multipole allowed by a p shell is the quadrupole, −F² C²(1)·C²(2), where C²₀ = (3cos²θ − 1)/2. Within a shell of fixed l it is proportional to a quadrupole built from l:

C²₀ = α[3l_z² − l(l+1)].

For p with m = 0, ⟨cos²θ⟩ = 3/5, so C²₀ = 2/5 = −2α and αp = −1/5. For d with m = 2, ⟨cos²θ⟩ = 1/7, so C²₀ = −2/7 = 6α and αd = −1/21.

Define the tensor Qᵢⱼ = (lᵢlⱼ + lⱼlᵢ)/2 − δᵢⱼl²/3. For a unit vector n, C²₀ = (3/2)(n_z² − 1/3), so nᵢnⱼ − δᵢⱼ/3 is replaced by 2αQᵢⱼ. The scalar product is (3/2) times the full contraction of two such tensors, which gives

C²(1)·C²(2) = 6αpαd Σ Qᵢⱼ(1)Qᵢⱼ(2).

Let x = l₁·l₂. One ordering of the factors in the contraction gives x². The other gives x² + x, because the components of l do not commute. Their average is x² + x/2. Since l₁²l₂²/3 = 2·6/3 = 4,

C²(1)·C²(2) = (2/35)(x² + x/2 − 4), with x = [L(L+1) − 8]/2.

For P, x = −3 and the value is (2/35)(7/2) = 1/5. For D, x = −1 and it is (2/35)(−7/2) = −1/5. With the minus sign of the hole, the direct energies are −F²/5 for P and +F²/5 for D.

*Exchange term.* The matrix element is

∫∫ φa*(1)φi(1) (1/r₁₂) φj*(2)φb(2).

Expanding 1/r₁₂ in multipoles factorizes the angular part:

Σₖ Gᵏ Σq ⟨a|Cᵏq|i⟩⟨b|Cᵏq|j⟩*.

As an operator this is Σₖ Gᵏ Σq |kq⟩⟨kq|, where |kq⟩ is the state made by applying Cᵏq, summed over electrons, to the closed shell and keeping the 2p→3d part. It has S = 0 and L = k. Parity and the triangle rule allow k = 1 and k = 3. The G³ term acts on ¹F₃ and drops out here. The G¹ term acts on |1q⟩, which is the state the dipole operator creates.

The energy shift is G¹ times the squared norm of |1q⟩. Take q = 0, where C¹₀ = cosθ:

- For m = 0, cosθ Y₁₀ has squared norm 3/5, of which 1/3 lies in the s function. The d part is 3/5 − 1/3 = 4/15.
- For m = ±1, cosθ Y₁,±₁ is purely d, with squared norm 1/5 each.

The sum is 4/15 + 2/5 = 2/3. Two spin directions make it 4/3.

Let E_c be the energy common to the three states, including the exchange of a 3d electron with the full 2p shell. The Coulomb energies above E_c are

³P₁: −F²/5
³D₁: +F²/5
¹P₁: −F²/5 + 4G¹/3.

**(c) Add spin-orbit coupling and write the complete matrix.**

**Solution.** By the hole rule,

H_so = −ζp A + ζd B, with A = l₁·s₁ and B = l₂·s₂.

*Diagonal elements.* Within a triplet, s₁ and s₂ each act as S/2. Within a term of given L, l₁ acts as g₁L and l₂ as g₂L, where

g₁ = [L(L+1) + 2 − 6]/[2L(L+1)], g₂ = 1 − g₁.

Hence A = (g₁/2) L·S and B = (g₂/2) L·S, with L·S = [J(J+1) − L(L+1) − S(S+1)]/2.

- ³P₁: g₁ = −1/2, g₂ = 3/2, L·S = −1, so A = 1/4 and B = −3/4.
- ³D₁: g₁ = 1/6, g₂ = 5/6, L·S = −3, so A = −1/4 and B = −5/4.
- ¹P₁: a single spin has no diagonal element in a singlet, so A = B = 0.

*Off-diagonal elements.* These follow from the eigenvalues. The J = 1 states in jj coupling are (j₁, j₂) = (1/2, 3/2), (3/2, 3/2) and (3/2, 5/2). A equals −1 for j₁ = 1/2 and 1/2 for j₁ = 3/2. B equals −3/2 for j₂ = 3/2 and 1 for j₂ = 5/2. Let v be the state (1/2, 3/2) and w the state (3/2, 5/2). Then

A = 1/2 − (3/2)|v⟩⟨v|
B = −3/2 + (5/2)|w⟩⟨w|.

The known diagonals give the squared components in the order ³P₁, ³D₁, ¹P₁:

|v|²: 1/6, 1/2, 1/3
|w|²: 3/10, 1/10, 3/5.

Choose the phases of the three basis states so that all components of v are positive. The terms of ⟨v|w⟩ then have magnitudes 1/√20, 1/√20 and 2/√20. They must add to zero, since v and w have different j₁. This requires the first two to share a sign and the third to oppose it. Therefore

v = (1/√6, 1/√2, 1/√3)
w = (√(3/10), √(1/10), −√(3/5)).

The projectors now give

A₁₂ = −√3/4, A₁₃ = −√2/4, A₂₃ = −√6/4
B₁₂ = √3/4, B₁₃ = −3√2/4, B₂₃ = −√6/4.

Adding the Coulomb energies, the matrix measured from E_c is

H₁₁ = −F²/5 − ζp/4 − 3ζd/4
H₂₂ = F²/5 + ζp/4 − 5ζd/4
H₃₃ = −F²/5 + 4G¹/3
H₁₂ = √3(ζp + ζd)/4
H₁₃ = √2(ζp − 3ζd)/4
H₂₃ = √6(ζp − ζd)/4.

Other phase choices can change the signs of individual off-diagonal elements, but not that of the product H₁₂H₂₃H₃₁. That product will decide the interference below.

**(d) For ζp = 4, ζd = 0.05, F² = 5 and G¹ = 4 eV, find the lines and their strengths.**

**Solution.** These are round model parameters, not values fitted to Ti⁴⁺. For example,

H₁₁ = −1 − 1 − 0.0375 = −2.0375 eV
H₃₃ = −1 + 5.3333 = 4.3333 eV.

The off-diagonal elements are H₁₂ = 1.7537, H₁₃ = 1.3612 and H₂₃ = 2.4189 eV, and H₂₂ = 1.9375 eV. Diagonalization gives:

- Line 1 at −2.73 eV: 89.4 % ³P₁, 10.0 % ³D₁, 0.54 % ¹P₁.
- Line 2 at 0.61 eV: 4.7 % ³P₁, 61.0 % ³D₁, 34.3 % ¹P₁.
- Line 3 at 6.36 eV: 5.9 % ³P₁, 29.0 % ³D₁, 65.1 % ¹P₁.

The last percentage in each row is the strength. The leading line is mainly ³P₁ and has 0.016 times the strength of the second. The strengths sum to 100 %, because mixing redistributes the single bright state without creating dipole strength.

**(e) The coupling H₁₃ is not small. Why does the leading line borrow so little?**

**Solution.** Diagonalize the two triplets first:

|−⟩ = cosθ |³P₁⟩ − sinθ |³D₁⟩
|+⟩ = sinθ |³P₁⟩ + cosθ |³D₁⟩.

The element between them is

sinθ cosθ (H₁₁ − H₂₂) + (cos²θ − sin²θ)H₁₂.

It vanishes when

tan2θ = 2H₁₂/(H₂₂ − H₁₁), with 0 < 2θ < 180° because H₁₂ > 0.

Call the energies μ₋ and μ₊. The couplings to ¹P₁ are

g₋ = cosθ H₁₃ − sinθ H₂₃
g₊ = sinθ H₁₃ + cosθ H₂₃.

The first term of g₋ is a direct path from ³P₁ to ¹P₁. The second passes through the ³D₁ admixture. In the example θ = 20.7°, and

g₋ = 1.273 − 0.855 = 0.418 eV,

while g₊ = 2.744 eV. The two paths oppose each other and about two thirds of the direct amplitude is cancelled.

To turn couplings into strengths, let s be the ¹P₁ amplitude in an eigenstate of energy E. The two triplet rows of the eigenvalue equation give

c₋ = g₋s/(E − μ₋), c₊ = g₊s/(E − μ₊).

Normalization then gives the strength s²:

1/s² = 1 + g₋²/(E − μ₋)² + g₊²/(E − μ₊)².

The third row fixes E:

E − H₃₃ = g₋²/(E − μ₋) + g₊²/(E − μ₊).

For small g₋ the leading state lies close to μ₋. Setting E = μ₋ everywhere except in the small difference E − μ₋ gives

E − μ₋ ≈ −g₋²/D, with D = H₃₃ − μ₋ − g₊²/(μ₊ − μ₋).

This state is the lowest when D > 0. The term g₋²/(E − μ₋)² dominates 1/s², so to leading order in g₋

s² ≈ (E − μ₋)²/g₋² ≈ g₋²/D².

With μ₋ = −2.7006 and μ₊ = 2.6006 eV,

D = 4.3333 + 2.7006 − 2.7439²/5.3012 = 5.614 eV
s² ≈ (0.4177/5.614)² = 0.0055.

This is 0.554 %, about 2 % above the diagonalized value of 0.542 %, relative to the latter.

The effect of the interference can be checked by setting H₁₂ = 0, which removes the direct coupling of the two triplets, so that θ = 0 and g₋ = H₁₃. The leading strength then rises to 5.9 %, eleven times larger. Part of this rise is not due to interference, because the change also moves the triplet energies to H₁₁ and H₂₂ and turns g₊ into H₂₃. Keeping μ₋, μ₊ and g₊ at their values and dropping only the ³D₁ path from g₋ gives 4.3 %, eight times larger. The mixing of ³P₁ with ³D₁ thus holds the leading line down in this example.

**(f) Is 2p spin-orbit coupling sufficient to make the leading line visible?**

**Solution.** Set ζd = 0 and F² = 0, and keep G¹ > 0. Then H₂₂ − H₁₁ = ζp/2 and H₁₂ = √3ζp/4, so tan2θ = √3 and θ = 30°. The coupling becomes

g₋ = (√3/2)(√2ζp/4) − (1/2)(√6ζp/4) = 0.

The cancellation is complete. The decoupled state lies at μ₋ = −ζp/2. To see that it is the lowest, consider the remaining block, which has diagonal elements ζp/2 and 4G¹/3 and coupling g₊ = ζp/√2. Adding ζp/2 to its diagonal gives the determinant

ζp(4G¹/3 + ζp/2) − ζp²/2 = 4G¹ζp/3 > 0.

The diagonal elements are positive too, so both other levels lie above −ζp/2. The leading line is dark.

The reason is a degeneracy. With ζd = F² = 0, the two J = 1 states with a j₁ = 3/2 hole have the same spin-orbit energy. One combination of them contains no ¹P₁. Exchange acts on ¹P₁ alone and leaves that combination untouched. Something must mix it with the others before it can borrow.

To find what does, multiply out g₋g₊ and use

(μ₊ − μ₋) sin2θ = 2H₁₂, (μ₊ − μ₋) cos2θ = H₂₂ − H₁₁.

This gives

(μ₊ − μ₋)g₋g₊ = H₁₂(H₁₃² − H₂₃²) + (H₂₂ − H₁₁)H₁₃H₂₃.

The ingredients are

H₁₃² − H₂₃² = (3ζd² − ζp²)/4
H₁₃H₂₃ = (√3/8)(ζp − 3ζd)(ζp − ζd)
H₂₂ − H₁₁ = 2F²/5 + (ζp − ζd)/2.

Inserting them gives

(√3/16)[(ζp + ζd)(3ζd² − ζp²) + (ζp − 3ζd)(ζp − ζd)(4F²/5 + ζp − ζd)].

The terms without F² are

−ζp³ − ζp²ζd + 3ζpζd² + 3ζd³

from the first product and

ζp³ − 5ζp²ζd + 7ζpζd² − 3ζd³

from the second. The cubes cancel, leaving

(μ₊ − μ₋)g₋g₊ = (√3/16)[(4F²/5)(ζp − 3ζd)(ζp − ζd) − 2ζpζd(3ζp − 5ζd)].

For ζd = 0 the right side is √3F²ζp²/20. Thus F², which separates ³P from ³D, unbalances the two paths. A small ζd works against it. For ζp > 3ζd, g₊ is positive, so a zero of the right side is a zero of g₋:

F² = 5ζpζd(3ζp − 5ζd)/[2(ζp − 3ζd)(ζp − ζd)].

With ζp = 4 and ζd = 0.05 eV this is 0.386 eV. The leading line is dark there, and its calculated strength grows from that point up to F² = 5 eV.

Changing one parameter of the example at a time gives these leading strengths:

- F² = 0: 0.007 %.
- ζp = 0: 0.010 %.
- ζd = 0: 0.71 %.

For these parameters, with ζd small and G¹ large, the strength of the line therefore comes almost entirely from two sources acting together. The 2p spin-orbit coupling supplies most of the coupling of the triplets to the singlet, and F² prevents the paths from cancelling. The small 3d spin-orbit coupling reduces the strength somewhat here. This is not a property of every parameter set: part (g) gives a case with F² = 0 and a bright leading line.

**(g) What happens in the two coupling limits, and where does the description stop?**

**Solution.** If both spin-orbit constants vanish, ¹P₁ is an eigenstate and there is one line. This is the LS limit.

If instead F² = G¹ = 0 and ζd is small but positive, the eigenstates are the jj states. In order of rising energy they are (3/2, 3/2), (3/2, 5/2) and (1/2, 3/2). The last two strengths are the ¹P₁ weights of w and v, namely 3/5 and 1/3. The first is the remainder, 1 − 3/5 − 1/3 = 1/15, or 6.7 %.

This does not contradict the dark line in (f). The two states with j₁ = 3/2 are nearly degenerate, so with F² = 0 the competition between ζd and G¹ selects the combinations. When ζd acts alone they are jj states, and the lower one is bright. When G¹ is much larger than ζd, one combination is nearly free of ¹P₁ (0.007 % in the example with F² = 0), and exactly free when ζd = 0.

In a solid, the crystal field does not conserve J, so the three-state matrix no longer closes. Covalency adds further configurations. The mechanism of (e) and (f) is derived for the free ion, and its percentages should not be read as those of a titanium compound.

The numerical check compares the matrix and strengths with a calculation over all 60 determinants of 2p⁵3d¹. That calculation includes G³ and measures energies from the configuration average, E_c + G¹/15 + 3G³/70. Neither changes the spacings or strengths of the J = 1 lines.

Values computed for the example and the checks

```
Model parameters, round values
2p spin-orbit zp = 4.00 eV
3d spin-orbit zd = 0.05 eV
F2(2p,3d) = 5.00 eV
G1(2p,3d) = 4.00 eV
G3(2p,3d) = 2.00 eV
J=1 matrix from E_c, order 3P1 3D1 1P1, in eV
  -2.0375     1.7537     1.3612
   1.7537     1.9375     2.4189
   1.3612     2.4189     4.3333
configuration average minus E_c = 0.3524 eV
triplet mixing angle = 20.712 degrees
lower triplet energy mu- = -2.7006 eV
upper triplet energy mu+ = 2.6006 eV
direct path to 1P1 = 1.2732 eV
path through 3D1 = -0.8555 eV
net lower coupling g- = 0.4177 eV
upper coupling g+ = 2.7439 eV
line 1: energy from E_c = -2.7315 eV
line 1: above leading line = 0.0000 eV
line 1: 3P1, 3D1, 1P1 weights = 89.408, 10.049, 0.542 %
line 2: energy from E_c = 0.6078 eV
line 2: above leading line = 3.3393 eV
line 2: 3P1, 3D1, 1P1 weights = 4.673, 60.985, 34.342 %
line 3: energy from E_c = 6.3570 eV
line 3: above leading line = 9.0884 eV
line 3: 3P1, 3D1, 1P1 weights = 5.919, 28.965, 65.116 %
sum of relative strengths = 100.000 %
estimated leading strength = 0.554 %
leading / second strength = 0.01579
leading strength, F2=0 = 0.00690 %
leading strength, zd=0 = 0.707 %
leading strength, zp=0 = 0.00962 %
leading strength, H12=0 = 5.941 %
F2 at which leading line is dark = 0.3863 eV
mixing angle at zd=F2=0 = 30.000 degrees
pure jj strengths, rising energy = 6.667, 60.000, 33.333 %
squared norm of angular bright state = 1.333333 (no unit)
```
